# The Becke-Roussel Exchange Hole: Matching Equation, Safe Newton Solver, Hydrogen Exactness

## 1. An electron that leaves its hole behind

Take the electron of a hydrogen atom and ask for its exchange hole when it is found 3 bohr from the nucleus. With one electron, exchange must cancel the electron's repulsion with its own density. The hole is therefore minus that density: a cloud centred on the nucleus, not on the electron. A model that centres the hole on the electron misses this displacement. Can local information at the electron's position reveal how far away the hole is centred, and how compact it is?

The Becke-Roussel model answers with an exponential of adjustable width and displacement. Its two parameters follow from one nonlinear equation, which must be solved at every grid point of a calculation. The solver must therefore work for every input.

Hartree atomic units are used. The symbol \(\rho\) denotes the density of one spin, built from real occupied orbitals \(\psi_i\) of a single determinant, and we assume \(\rho>0\). The exchange hole is negative; \(h\) denotes its magnitude.

## 2. Value and curvature of the true hole

For a reference point \(\mathbf r\) and separation \(\mathbf s\),

\[
h(\mathbf r,\mathbf s)=\frac{P(\mathbf s)^2}{\rho(\mathbf r)},\qquad
P(\mathbf s)=\sum_i\psi_i(\mathbf r)\psi_i(\mathbf r+\mathbf s).
\]

Since \(P(0)=\rho\), the hole starts at \(h=\rho\). The Coulomb energy needs only its average over the directions of \(\mathbf s\). In a Taylor expansion the odd terms average to zero and \(\langle s_is_j\rangle=s^2\delta_{ij}/3\), so any smooth function \(f\) has the average \(f(0)+\tfrac{s^2}{6}\nabla^2f(0)+O(s^4)\). Hence \(\bar h(s)=\rho+Qs^2+\dots\), with

\[
Q=\frac{1}{6\rho}\nabla_s^2P^2\Big|_0
=\frac{1}{6\rho}\left[2|\nabla_sP|^2+2P\nabla_s^2P\right]_0 .
\]

At \(\mathbf s=0\), \(\nabla_sP=\sum_i\psi_i\nabla\psi_i=\tfrac12\nabla\rho\). Define \(\tau=\sum_i|\nabla\psi_i|^2\), without a factor \(1/2\). From \(\nabla^2\rho=2\tau+2\sum_i\psi_i\nabla^2\psi_i\) we get \(\nabla_s^2P=\tfrac12\nabla^2\rho-\tau\). Therefore

\[
Q=\frac16\left[\frac{|\nabla\rho|^2}{2\rho}+\nabla^2\rho-2\tau\right]
=\frac16\left[\nabla^2\rho-2D\right],\qquad
D=\tau-\frac{|\nabla\rho|^2}{4\rho}.
\]

The Cauchy-Schwarz inequality gives \(|\nabla\rho|^2=4|\sum_i\psi_i\nabla\psi_i|^2\le4\rho\tau\), so \(D\ge0\). Replacing \(2D\) by \(2\gamma D\) introduces an adjustable factor. The true curvature has \(\gamma=1\); section 7 examines \(\gamma=0.8\).

## 3. Matching the displaced exponential

The model hole is the normalized cloud

\[
g(u)=\frac{a^3}{8\pi}e^{-au},
\]

where \(u\) is measured from a centre at distance \(b\) from the electron. To average it over a sphere of radius \(s\) about the electron, write \(u^2=b^2+s^2+2bs\mu\), where \(\mu\) is the cosine of the angle. Then \(u\,du=bs\,d\mu\), and

\[
\bar h(s)=\frac12\int_{-1}^{1}g\,d\mu
=\frac{a^3}{16\pi bs}\int_{|b-s|}^{b+s}u\,e^{-au}du .
\]

Because \(\int u e^{-au}du=-(au+1)e^{-au}/a^2\),

\[
\bar h(s)=\frac{a}{16\pi bs}\left[(a|b-s|+1)e^{-a|b-s|}-(a(b+s)+1)e^{-a(b+s)}\right].
\]

Integrating \(4\pi s^2\bar h\) over \(s\) is an integral of \(g\) over all space, so the hole contains one electron for every \(a\) and \(b\). The sum rule costs no parameter.

The two parameters are fixed by the value and the curvature. Let \(x=ab\). The value at \(s=0\) is \(g(b)\):

\[
\rho=\frac{a^3}{8\pi}e^{-x}. \tag{1}
\]

Away from its centre, \(\nabla^2g=g''+2g'/u=(a^2-2a/u)g\). Setting \(u=b\) and equating one sixth of this to \(Q\) gives

\[
\frac{6Q}{\rho}=a^2-\frac{2a}{b}=a^2\left(1-\frac2x\right). \tag{2}
\]

Equation (1) says \(a^2=(8\pi\rho)^{2/3}e^{2x/3}=4(\pi\rho)^{2/3}e^{2x/3}\). Inserting this in (2) and dividing by \(4(\pi\rho)^{2/3}\) yields

\[
\boxed{F(x)\equiv\left(1-\frac2x\right)e^{2x/3}=q,\qquad
q=\frac{3Q}{2\pi^{2/3}\rho^{5/3}}} \tag{3}
\]

For \(Q\ne0\), the reciprocal of (3) is the usual Becke-Roussel form,

\[
\frac{x\,e^{-2x/3}}{x-2}=\frac{2\pi^{2/3}}{3}\frac{\rho^{5/3}}{Q}. \tag{4}
\]

Its left side has a pole at \(x=2\), where \(Q\) changes sign. The pole comes from taking the reciprocal: \(F\) passes smoothly through zero there.

Once \(x\) is known, (1) gives \(a=2(\pi\rho)^{1/3}e^{x/3}\), and \(b=x/a\). The hole potential at the electron follows from the shell theorem. The charge inside radius \(b\) is \(1-e^{-x}(1+x+x^2/2)\), and the outer shells contribute \(\int_b^\infty4\pi u\,g\,du=\tfrac a2(1+x)e^{-x}\). With the negative sign of the hole,

\[
\begin{aligned}
U&=-\frac1b\left[1-e^{-x}\left(1+x+\frac{x^2}{2}\right)+\frac x2(1+x)e^{-x}\right]\\
&=-\frac ax\left[1-e^{-x}\left(1+\frac x2\right)\right]. 
\end{aligned}\tag{5}
\]

The exchange energy is \(E_x=\tfrac12\sum_\sigma\int\rho_\sigma U_\sigma\,d^3r\).

## 4. One root, two branches

Differentiating \(F\) gives

\[
F'(x)=e^{2x/3}\left[\frac2{x^2}+\frac23-\frac4{3x}\right]
=\frac23e^{2x/3}\,\frac{(x-1)^2+2}{x^2}>0 .
\]

Also \(F\to-\infty\) as \(x\to0^+\) and \(F\to\infty\) as \(x\to\infty\). Every finite \(q\) therefore has one and only one positive root. Since \(F(2)=0\), the root lies below 2 for \(Q<0\), at 2 for \(Q=0\), and above 2 for \(Q>0\). The branches are two parts of one increasing curve.

## 5. A Newton iteration that cannot overshoot

Multiply \(F-q\) by \(x\):

\[
G(x)=(x-2)e^{2x/3}-qx .
\]

Its derivatives are

\[
G'=\frac{2x-1}{3}e^{2x/3}-q,\qquad
G''=\frac49(x+1)e^{2x/3}>0\quad(x\ge0).
\]

Thus \(G\) is convex for every \(q\), and \(G(0)=-2\). Let \(x_*\) be the positive root. Because \(G=x(F-q)\) and \(F\) increases, \(G\ge0\) at every \(x\ge x_*\). Two consequences of convexity make Newton's method safe from such a point.

First, the slope at \(x\) is no smaller than that of the chord from 0:

\[
G'(x)\ge\frac{G(x)-G(0)}x\ge\frac2x>0 .
\]

The division is safe. Second, the tangent lies below the curve, so \(0=G(x_*)\ge G(x)+G'(x)(x_*-x)\). Dividing by \(G'(x)\) and rearranging gives

\[
x-\frac{G(x)}{G'(x)}\ge x_* .
\]

Each iterate moves left, or stays put at the root, and none crosses it. A decreasing sequence bounded below converges; its limit satisfies \(G=0\) and is therefore \(x_*\). What remains is a start to the right of the root.

**Start for \(q\le0\).** Here \(G(2)=-2q\ge0\), so \(x=2\) qualifies. One Newton step from it can be done by hand, using \(G'(2)=e^{4/3}+|q|\):

\[
x_0=2-\frac{2|q|}{e^{4/3}+|q|}=\frac{2}{1+|q|e^{-4/3}} .
\]

The last form also avoids subtracting nearly equal numbers when \(|q|\) is large.

**Start for \(q>0\).** Use

\[
x_0=2+\frac32\ln\left(1+Kq\,e^{-4/3}\right),\qquad K=1+e^{-2/3}.
\]

To verify it, let \(v=\tfrac23(x_0-2)\). Then \(q=e^{4/3}(e^v-1)/K\) and

\[
F(x_0)=\frac{v}{v+4/3}\,e^{4/3}e^v .
\]

The requirement \(F(x_0)\ge q\) becomes

\[
\phi(v)=Kv-\left(v+\tfrac43\right)(1-e^{-v})\ge0 .
\]

We have \(\phi(0)=0\) and \(\phi'(v)=K-1-(v+\tfrac13)e^{-v}\). The last product is largest at \(v=2/3\), where it equals \(e^{-2/3}=K-1\). Hence \(\phi'\ge0\), and the start is valid.

**The step.** Dividing numerator and denominator by \(e^{2x/3}\) leaves the Newton step unchanged but avoids large exponentials. With \(w=q\,e^{-2x/3}\),

\[
\Delta=\frac{(x-2)-xw}{(2x-1)/3-w},\qquad x\leftarrow x-\Delta .
\]

Stop when \(\Delta\le4\varepsilon x\), where \(\varepsilon\) is the machine precision. Rounding can carry the last iterate slightly below the root; the next \(\Delta\) is then negative and the same criterion ends the loop.

Applied to (4), plain Newton has no such protection. At \(r=3\) bohr in hydrogen the root is 6. A start at \(x=12\), where the left side of (4) is nearly flat, is sent to \(x=-86.4\).

## 6. Error analysis

**Convergence.** Let \(e_n=x_n-x_*\). Newton's method obeys \(e_{n+1}\approx Ce_n^2\) near the root, with \(C=G''/(2G')\). At the root \(q=F(x_*)\), so \(G'=x_*F'(x_*)\), and

\[
C=\frac{x_*(x_*+1)}{3(x_*^2-2x_*+3)} .
\]

For \(x_*=1\) this is \(1/3\). The hydrogen iteration at \(r=0.5\) bohr has an error of 0.03506 after one step, which predicts \(0.03506^2/3=0.00041\) after the next. The computed iterate is 1.00041.

**Sensitivity to the input.** A small relative error in \(q\) changes \(x\) by

\[
\frac{\delta x}{x}=\kappa\frac{\delta q}{q},\qquad
\kappa=\frac{F}{xF'}=\frac{3(x-2)}{2(x^2-2x+3)} .
\]

The bound \(|\kappa|<1.1\) holds for all \(x>0\). It is equivalent to \(2.2(x^2-2x+3)\mp3(x-2)>0\), and both quadratics have negative discriminants. The equation is well conditioned on both branches.

Near \(Q=0\), cancellation between \(\nabla^2\rho\) and \(2D\) can make the relative error of \(q\) large. The absolute error is then the right measure: \(\delta x=\delta q/F'(2)=2e^{-4/3}\delta q\approx0.53\,\delta q\). The crossing does not amplify it.

**Rounding.** At large \(x\), rounding the exponent \(2x/3\) gives \(w\) a relative error of order \(2x\varepsilon/3\), equivalent to the same relative error in \(q\). Since \(\kappa\approx3/(2x)\) there, the relative error of \(x\) is still of order \(\varepsilon\). A scan from \(q=-2.0\times10^{300}\) to \(3.3\times10^{283}\) found a largest relative error of \(1.1\times10^{-15}\) and needed at most five steps. These are results for the sampled values; the convergence proof covers all finite \(q\) in exact arithmetic.

At small \(x\), the bracket in (5) is a difference of nearly equal numbers. Writing it as \((1-e^{-x})-\tfrac x2e^{-x}\), with the first part from a dedicated routine for \(e^{y}-1\), removes the harmful cancellation.

## 7. Where the model is exact, and where it is not

### Hydrogen

For nuclear charge \(Z\), the 1s density is \(\rho=(Z^3/\pi)e^{-2Zr}\). With one orbital, \(\nabla\rho=2\psi\nabla\psi\), so \(\tau=|\nabla\rho|^2/(4\rho)\) and \(D=0\). The value of \(\gamma\) is irrelevant. The Laplacian is \(\nabla^2\rho=(4Z^2-4Z/r)\rho\), and \(Q=\nabla^2\rho/6\) gives

\[
q=\frac{\nabla^2\rho}{4\pi^{2/3}\rho^{5/3}}
=\frac{4Z^2\left(1-\frac1{Zr}\right)}{4Z^2e^{-4Zr/3}}
=\left(1-\frac{2}{2Zr}\right)e^{2(2Zr)/3}=F(2Zr).
\]

Uniqueness now forces \(x=2Zr\). From (1), \(a^3=8\pi\rho\,e^{2Zr}=8Z^3\), so \(a=2Z\) and \(b=r\). The model cloud has the electron's own density profile and is centred at the distance of the nucleus. Its spherical average about the electron is therefore the exact one at every \(s\), although only two numbers were matched. The parameter \(b\) carries no direction, and the energy needs none.

Equation (5) becomes \(U=-[1-e^{-2Zr}(1+Zr)]/r\), and

\[
\begin{aligned}
E_x&=\frac12\int_0^\infty4\pi r^2\rho\,U\,dr
=-2Z^3\int_0^\infty r\left[e^{-2Zr}-e^{-4Zr}(1+Zr)\right]dr\\
&=-2Z\left[\frac14-\frac1{16}-\frac1{32}\right]=-\frac{5Z}{16}.
\end{aligned}
\]

For \(Z=1\) this is \(-0.3125\) hartree, or \(-8.504\) eV. An independent self-repulsion integral gives the same value.

Two points show the solver at work:

- At \(r=0.5\) bohr, \(q=-1.9477\). The start is \(2/(1+1.9477\times0.2636)=1.3215\), followed by 1.0351, 1.0004 and 1.0000.
- At \(r=3\) bohr, \(q=36.399\). The start is \(2+1.5\ln(1+1.5134\times36.399\times0.2636)=6.1133\), followed by 6.0063 and 6.0000.

Between them, at \(r=1\) bohr, \(Q=0\) and \(x=2\). Nothing physical happens there: \(a\) stays at 2 bohr\(^{-1}\) and \(b\) equals \(r\).

### A Gaussian orbital

Exactness needed two things: a single orbital, which gives \(D=0\) and makes the true hole equal to the density, and the exponential shape of that density. One electron alone is not enough. For \(\psi\propto e^{-r^2/2}\) the model gives \(-0.3792\) hartree, while the exact exchange energy is \(-0.3989\) hartree. The magnitude is 4.9% too small relative to the exact value. The sum rule, value and curvature are all correct, but they do not determine the rest of the hole.

### The uniform gas

Here \(\nabla\rho=0\) and \(D=\tau=\tfrac35k_F^2\rho\), where \(k_F\) is the Fermi wave number, so \(Q=-\gamma k_F^2\rho/5\). The ratio of model to exact exchange energy is 0.974 for \(\gamma=1\) and 0.9996 for \(\gamma=0.8\). The smaller factor repairs the energy of this system by giving up the true curvature.

### The magnesium atom

Magnesium tests the case \(D\ne0\). The orbitals are restricted Hartree-Fock orbitals in the def2-TZVP basis. At 0.6 bohr from the nucleus, averaging the actual orbital hole over small spheres gives \(Q=-1.3317\) bohr\(^{-5}\), in agreement with the formula of section 2.

Both branches occur in this one atom. With \(\gamma=1\) and the orbitals of this basis, the root is \(x=1.60\) at 0.6 bohr, 3.46 at 1 bohr, 1.33 at 2.5 bohr and 5.54 at 5 bohr. These local values depend on the basis: near the Hartree-Fock limit they become about 1.61, 3.44, 1.13 and 5.47, so the value at 2.5 bohr moves by 0.2, although each point stays on its branch. Roughly half of the 12 electrons lie where \(x>2\). At 5 bohr the model displacement is \(b=4.44\) bohr (4.48 bohr near the basis limit), so the model hole is again centred far from the electron. The centroid of the true orbital hole lies 5.0 bohr away, at the nucleus, so the displacement is recovered to about 10%.

The exchange energy of the same orbitals is \(-15.993\) hartree (\(-435.2\) eV). The model gives \(-16.046\) hartree (\(-436.6\) eV) for \(\gamma=1\) and \(-16.246\) hartree (\(-442.1\) eV) for \(\gamma=0.8\). Relative to the Hartree-Fock exchange energy, the magnitudes are too large by 0.33% and 1.6%. The reference omits correlation and relativity and has a finite-basis error. Near the basis limit the three energies become \(-15.994\), \(-16.045\) and \(-16.244\) hartree, shifts of 0.001 to 0.002 hartree, and the excesses are 0.32% and 1.6%.

The direction of the change with \(\gamma\) can be proved. Since \(D\ge0\), lowering \(\gamma\) cannot lower \(Q\), and hence cannot lower \(x\). At fixed \(\rho\), (5) gives \(|U|\propto e^{x/3}N/x\), with \(N=1-e^{-x}(1+x/2)\) and \(N'=\tfrac12(1+x)e^{-x}\). This increases with \(x\) if \((1-\tfrac x3)N<xN'\). After multiplication by \(e^x\), the left side is

\[
\left(1-\frac x3\right)\left(e^x-1-\frac x2\right)
=\frac x2+\frac{x^2}3+\sum_{n\ge3}\frac{3-n}{3\,n!}x^n
\le\frac x2+\frac{x^2}3 ,
\]

which is smaller than the right side, \(\tfrac x2+\tfrac{x^2}2\). Lowering \(\gamma\) therefore deepens \(U\) wherever \(D>0\). Going from \(\gamma=1\) to \(0.8\) helps the uniform gas, whose exchange is too weak at \(\gamma=1\), and harms magnesium, whose exchange is already slightly too strong.

## Table of computed values

```
solver scan: q from -2.0e+300 to 3.3e+283
largest relative error of x: 1.1e-15; most steps: 5
Hydrogen: r/bohr, rho/bohr^-3, Q/bohr^-5, q, x, a/bohr^-1, b/bohr, U/hartree
  0.250000 0.193065 -0.386129 -4.186837 0.500000 2.000000 0.250000 -0.967347
  0.500000 0.117100 -0.078066 -1.947734 1.000000 2.000000 0.500000 -0.896362
  1.000000 0.043079 0.000000 0.000000 2.000000 2.000000 1.000000 -0.729329
  3.000000 0.000789 0.000351 36.398767 6.000000 2.000000 3.000000 -0.330028
Hydrogen E_x model: -0.31250000 hartree = -8.5036 eV
Hydrogen E_x from self-repulsion: -0.31250000 hartree
Newton iterates, r = 0.5 bohr: 1.32151274 1.03506140 1.00041127 1.00000006 1.00000000 1.00000000
Newton iterates, r = 3.0 bohr: 6.11325691 6.00629698 6.00002050 6.00000000 6.00000000
reciprocal form, r = 3 bohr: plain Newton goes 12.0 -> -86.41
Gaussian orbital: psi proportional to exp(-r^2/2), r in bohr
Gaussian E_x model, exact: -0.379239, -0.398942 hartree
Gaussian relative error: -4.94 %
uniform gas, gamma = 1.0: model/exact energy = 0.97446
uniform gas, gamma = 0.8: model/exact energy = 0.99960
Mg r = 0.6 bohr: Q sphere, formula = -1.331736e+00, -1.331736e+00 bohr^-5
Mg r = 2.5 bohr: Q sphere, formula = -2.077394e-04, -2.077394e-04 bohr^-5
Mg, gamma = 1: r/bohr, rho/bohr^-3, q, x, a/bohr^-1, b/bohr, U/hartree
  0.05 166.09 -1.4317 1.225 24.221 0.050576 -10.406
  0.2 7.8196 1.7205 2.7552 14.566 0.18916 -4.4873
  0.6 1.1664 -0.72058 1.6033 5.2616 0.30471 -2.092
  1 0.17169 4.2239 3.4571 5.1538 0.67079 -1.3626
  2.5 0.0044328 -1.2144 1.3343 0.75069 1.7774 -0.31561
  5 0.00030366 25.739 5.5433 1.2493 4.437 -0.22205
Mg electrons on grid: 12.000000
Mg Hartree-Fock exchange: -15.99337 hartree = -435.20 eV
Mg gamma = 1.0: E_x = -16.04645 hartree = -436.65 eV, error 0.33 %
  electrons where x > 2: 5.8779; where x <= 2: 6.1221
Mg gamma = 0.8: E_x = -16.24587 hartree = -442.07 eV, error 1.58 %
  electrons where x > 2: 6.2177; where x <= 2: 5.7823
```
